\section*{First-order coexistence in a Landau model with a cubic term}

\section*{Question}

I am studying Landau models for hafnia and memory capacitors, and I am stuck on an exercise about a nonpolar order parameter $Q$. The energy density is
\begin{equation}
F(Q)=\frac a2Q^2-\frac c3Q^3+\frac b4Q^4,\qquad b>0,\quad c>0,
\label{eq:F}
\end{equation}
and $a$ falls on cooling. I have to find the value of $a$ at which the ordered and disordered phases coexist, and the jump of $Q$ there.

I set $F'(Q)=0$ and asked when a nonzero solution first appears. The discriminant gave $a=c^2/(4b)$ and $Q=c/(2b)$. But the curvature at $Q=0$ changes sign at $a=0$, so I now have two candidates for the transition. Which is right? Also, why is a cubic term allowed here, when it is absent for the polarization? Does ``nonpolar'' settle that?

\section*{Answer}

Neither candidate is the coexistence point. Your first value tells you when an ordered state begins to exist, and your second tells you when the disordered state ceases to be stable. Coexistence is a different condition: both states must be minima, and their energies must be equal.

I take $Q$ to be uniform and neglect thermal fluctuations, so this is mean-field theory. The energy is measured from the disordered state, $F(0)=0$.

\subsection*{When the cubic term is allowed}

``Nonpolar'' does not settle it. The energy must be unchanged by every symmetry of the disordered phase. If one of those symmetries turns $Q$ into $-Q$, then $F(Q)=F(-Q)$ and the cubic term vanishes. The term needs $Q$ and $-Q$ to be physically different states.

Hafnia provides a warning. In its cubic-to-tetragonal change, neighbouring columns of oxygen shift in opposite directions. This staggered pattern is nonpolar, but a primitive lattice translation carries an ``up'' column onto a ``down'' column and so reverses the sign of the pattern. Its own cubic term is therefore zero, and Eq.~\eqref{eq:F} with $c>0$ does not describe it.

A nematic liquid crystal does fit. Its order parameter is
\begin{equation}
Q=\left\langle\frac{3\cos^2\theta-1}{2}\right\rangle ,
\label{eq:order}
\end{equation}
where $\theta$ is the angle between a rod-like molecule and the axis about which the orientational distribution is symmetric (uniaxial order). Positive $Q$ means rods mostly along that axis; negative $Q$ means rods spread evenly around the plane across it. No rotation turns one of these uniaxial arrangements into the other. The entropy shows the difference: among all orientational distributions with a given $Q$, the least costly one costs $0.0933\,k_BT$ per molecule at $Q=+0.2$, but $0.1143\,k_BT$ at $Q=-0.2$. The cheaper positive side favours $c>0$.

\subsection*{The stationary states}

Differentiate Eq.~\eqref{eq:F} and take out the common factor:
\begin{equation}
F'(Q)=aQ-cQ^2+bQ^3=Q\,(a-cQ+bQ^2)=0 .
\end{equation}
Either $Q=0$, or the bracket vanishes, which gives
\begin{equation}
Q_\pm=\frac{c\pm\sqrt{c^2-4ab}}{2b}.
\label{eq:roots}
\end{equation}
To see which of these is a minimum, use $F''=a-2cQ+3bQ^2$. At $Q_\pm$ the bracket gives $a=cQ-bQ^2$, so
\begin{equation}
F''(Q_\pm)=-cQ_\pm+2bQ_\pm^2=Q_\pm(2bQ_\pm-c)=\pm Q_\pm\sqrt{c^2-4ab}.
\end{equation}
For $0<a<c^2/(4b)$ both roots are positive. Hence $Q_+$ is a minimum and $Q_-$ is the maximum that separates it from $Q=0$, which is also a minimum because $F''(0)=a>0$.

At your value $a=c^2/(4b)$ the two roots merge at $Q=c/(2b)$. The energy there is
\begin{equation}
F=\frac{c^4}{b^3}\left(\frac1{32}-\frac1{24}+\frac1{64}\right)=\frac{c^4}{192\,b^3}>0 ,
\end{equation}
which is higher than $F(0)=0$. The ordered state has just become possible, but it is not yet favoured.

\subsection*{Equal energies}

At coexistence a nonzero $Q$ must satisfy both $F'=0$ and $F=0$. Divide the first condition by $Q$ and the second by $Q^2$, which is allowed since $Q\neq0$:
\begin{align}
a-cQ+bQ^2&=0,\label{eq:stat}\\
\frac a2-\frac c3Q+\frac b4Q^2&=0.\label{eq:equal}
\end{align}
Double Eq.~\eqref{eq:equal} and subtract it from Eq.~\eqref{eq:stat}, so that $a$ cancels:
\begin{equation}
\left(-c+\frac{2c}{3}\right)Q+\left(b-\frac b2\right)Q^2
=-\frac c3Q+\frac b2Q^2=0 .
\end{equation}
Dividing once more by $Q$ gives the jump,
\begin{equation}
Q_c=\frac{2c}{3b}.
\label{eq:jump}
\end{equation}
Put this into Eq.~\eqref{eq:stat}:
\begin{equation}
a_c=cQ_c-bQ_c^2=\frac{2c^2}{3b}-\frac{4c^2}{9b}=\frac{2c^2}{9b}.
\label{eq:ac}
\end{equation}

We must still show that no other state lies lower. From Eqs.~\eqref{eq:jump} and \eqref{eq:ac}, $c/3=bQ_c/2$ and $a_c/2=bQ_c^2/4$. At coexistence the energy is therefore a perfect square times a positive factor:
\begin{equation}
F=\frac b4Q^2\left(Q_c^2-2Q_cQ+Q^2\right)=\frac b4Q^2(Q-Q_c)^2\ge0 .
\label{eq:square}
\end{equation}
It is zero at $Q=0$ and $Q=Q_c$ and positive elsewhere. For any other $a$, with $b$ and $c$ fixed,
\begin{equation}
F=\frac b4Q^2(Q-Q_c)^2+\frac{a-a_c}{2}Q^2 .
\end{equation}
If $a>a_c$, every nonzero $Q$ has positive energy and the disordered state wins. If $a<a_c$, the energy at $Q_c$ is negative and an ordered state wins. That state has $Q>0$, since reversing a negative $Q$ lowers the cubic term and leaves the others alone. So the equilibrium value jumps from $0$ to $Q_c$ as $a$ falls through $a_c$.

\subsection*{The barrier and the two stability limits}

At $a_c$ the square root in Eq.~\eqref{eq:roots} is $\sqrt{c^2-8c^2/9}=c/3$. The maximum is then at $Q_-=c/(3b)=Q_c/2$, and Eq.~\eqref{eq:square} gives its height:
\begin{equation}
F_b=\frac b4\left(\frac{Q_c}{2}\right)^2\left(\frac{Q_c}{2}\right)^2
=\frac{bQ_c^4}{64}=\frac{c^4}{324\,b^3}.
\end{equation}

Your two candidates bracket the transition:
\begin{equation}
0<\frac{2c^2}{9b}<\frac{c^2}{4b}.
\end{equation}
On cooling, the disordered state can survive as a metastable state down to $a=0$. On heating, the ordered state can survive up to $a=c^2/(4b)$. The second margin is $c^2/(4b)-2c^2/(9b)=c^2/(36b)$, one eighth of the first.

If $c\to0$, the jump, the barrier and both margins vanish. For $c=0$ and $a<0$, Eq.~\eqref{eq:roots} gives $Q=\pm\sqrt{-a/b}$, which grows continuously from zero.

\subsection*{Does a second ordering direction spoil the result?}

Full nematic order is a traceless symmetric tensor $\mathbf Q$, which may be biaxial. Its energy is
\begin{equation}
F=\frac{3a}{4}\mathrm{Tr}\,\mathbf Q^2-\frac{3c}{2}\mathrm{Tr}\,\mathbf Q^3+\frac{9b}{16}\left(\mathrm{Tr}\,\mathbf Q^2\right)^2 .
\end{equation}
Write the three eigenvalues as $\tfrac23q\cos(\varphi+2\pi k/3)$ with $k=0,1,2$ and $q\ge0$. Their sum is zero. The squared cosines add up to $3/2$, and the cubed cosines to $\tfrac34\cos3\varphi$, so $\mathrm{Tr}\,\mathbf Q^2=\tfrac23q^2$ and $\mathrm{Tr}\,\mathbf Q^3=\tfrac29q^3\cos3\varphi$. Hence
\begin{equation}
F=\frac a2q^2-\frac c3q^3\cos3\varphi+\frac b4q^4 .
\end{equation}
For $c>0$ the lowest energy has $\cos3\varphi=1$. This is uniaxial order with positive $Q=q$, and Eq.~\eqref{eq:F} returns. Coexistence is unchanged.

\subsection*{A capacitor filled with a nematic}

Let $a=a_0(T-T_0)$, with $b$ and $c$ independent of temperature. Then
\begin{equation}
T_c=T_0+\frac{2c^2}{9a_0b}.
\end{equation}
I choose round parameters in the rough regime of 5CB, a nematic at room temperature: $a_0=0.08\ \mathrm{J/(cm^3\,K)}$, $b=1\ \mathrm{J/cm^3}$, $c=0.6\ \mathrm{J/cm^3}$ and $T_0=307\ \mathrm K$. They give
\begin{align}
Q_c&=\frac{2(0.6)}{3(1)}=0.40,\\
a_c&=\frac{2(0.6)^2}{9(1)}=0.080\ \mathrm{J/cm^3},\\
T_c&=307+\frac{0.080}{0.08}=308\ \mathrm K\approx35\,^\circ\mathrm C .
\end{align}
The ordered state survives up to $a=0.36/4=0.090\ \mathrm{J/cm^3}$, or $308.125\ \mathrm K$. The ordered minimum shows the change of preference:
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $Q_+$ & $F(Q_+)$ ($\mathrm{J/cm^3}$)\\
307.5 & 0.524 & $-4.44\times10^{-3}$\\
308.0 & 0.400 & $0$\\
308.1 & 0.345 & $+5.66\times10^{-4}$
\end{tabular}
\end{center}
At $308.1\ \mathrm K$ an ordered minimum still exists, but it has lost to $Q=0$.

The jump carries a latent heat. The entropy density is $s=-dF/dT$ along the equilibrium state. The change of $Q$ with temperature does not contribute, because $F'(Q)=0$, so the ordered phase has $s=-a_0Q^2/2$ relative to the disordered one. Therefore
\begin{equation}
L=T_c\,\frac{a_0Q_c^2}{2}=\frac{308(0.08)(0.40)^2}{2}=1.97\ \mathrm{J/cm^3}.
\end{equation}

The capacitance jumps too. Let $\Delta\varepsilon$ be the relative permittivity along the rods minus that across them for perfect order; I take the rough value $20$. Equation~\eqref{eq:order} gives $\langle\cos^2\theta\rangle=(1+2Q)/3$, against $1/3$ without order. If the nematic axis is normal to the plates, and if the permittivity averaged over all directions is the same in both phases, the permittivity along the field rises at the transition by
\begin{equation}
\Delta\varepsilon\left(\frac{1+2Q_c}{3}-\frac13\right)=\frac{2\Delta\varepsilon\,Q_c}{3}=\frac{2(20)(0.40)}{3}=5.3 .
\end{equation}

\subsection*{What the model leaves out}

\textbf{The applied field.} At fixed field $E$ the energy density contains $-\tfrac12\varepsilon_0\varepsilon E^2$. Its part linear in $Q$ is $-hQ$, with $h=\varepsilon_0\Delta\varepsilon E^2/3$. To first order in $h$, the disordered energy stays at zero and the ordered energy changes by $\delta a\,Q_c^2/2-hQ_c$. Setting this to zero gives $\delta a=2h/Q_c$. At $0.01\ \mathrm{MV/cm}$, $h=5.90\times10^{-5}\ \mathrm{J/cm^3}$ and
\begin{equation}
\delta T=\frac{2h}{a_0Q_c}=\frac{2(5.90\times10^{-5})}{0.08(0.40)}\ \mathrm K=3.7\ \mathrm{mK}.
\end{equation}
Solving for equal minima with the field term included gives the same shift to this precision. The formula holds only while two minima exist. Substituting $Q=x+c/(3b)$ removes the cubic term and leaves $a-c^2/(3b)$ as the coefficient of $x^2/2$, which must be negative for a jump. On the coexistence line $a=a_c+2h/Q_c$ this requires $h<c^3/(27b^2)=8\times10^{-3}\ \mathrm{J/cm^3}$, or a field below about $0.12\ \mathrm{MV/cm}$. Above that field, and so at the MV/cm fields of memory capacitors, $Q$ in this model changes smoothly with temperature. Since the coupling depends on $E^2$, reversing the voltage does not reverse $Q$. This order parameter cannot store a bit in its sign as a polarization can.

\textbf{Higher powers of $Q$.} Add a trial term $eQ^6/6$. The two coexistence conditions gain $eQ^4$ and $eQ^4/6$, and the same subtraction now gives
\begin{equation}
\frac c3=\frac b2Q+\frac{2e}{3}Q^3 .
\end{equation}
For $e=b$, the jump falls from $0.400$ to $0.345$, or by $14\%$, and $T_c$ falls by $0.08\ \mathrm K$. This $e$ is a trial value, not a property of 5CB. A fifth power is allowed as well and can act the other way: adding $-bQ^5/5$ to the same sixth-order term raises the jump to $0.540$ and $T_c$ by $0.31\ \mathrm K$, so even the sign of the correction is not fixed by this trial. It shows that, at $Q$ near $0.4$, stopping at the fourth power need not be accurate.

\textbf{Temperature dependence of $b$ and $c$.} If both were proportional to $T$, they would change by about $0.3\%$ between $T_0$ and $T_c$. Since $a_c\propto c^2/b$ would change by the same fraction, values fixed at $T_0$ would misplace $T_c$ by about $3\ \mathrm{mK}$.

\textbf{Thermal fluctuations.} Let a nonuniform $Q$ cost an extra $\tfrac12\kappa|\nabla Q|^2$, with the rough value $\kappa=8\ \mathrm{pN}$. In the disordered phase at $a_c$, the quadratic energy of a wave of wavenumber $k$ is proportional to $a_c+\kappa k^2$. Equipartition then gives a correlation function
\begin{equation}
G(r)=\frac{k_BT}{4\pi\kappa r}e^{-r/\xi},\qquad
\xi=\sqrt{\frac{\kappa}{a_c}}=\sqrt{\frac{8\times10^{-12}\ \mathrm{J/m}}{8\times10^{4}\ \mathrm{J/m^3}}}=10\ \mathrm{nm}.
\end{equation}
Averaging $G$ over all pairs of points in a sphere of radius $\xi$ gives the variance of the sphere-averaged $Q$. Its root is $0.049$, or $12\%$ of the jump. The tensor has five independent components with equal quadratic energies. If all have the same gradient cost, the total is $\sqrt5$ times larger, or $27\%$ of the jump. Moreover, the barrier $F_b=4.0\times10^{-4}\ \mathrm{J/cm^3}$ amounts to only $0.09\,k_BT$ in a volume $\xi^3$, or $0.39\,k_BT$ in the sphere of radius $\xi$. These numbers depend on the volume chosen: for a sphere of radius $2\xi$ they become $6\%$, $14\%$ and $3.2\,k_BT$. On the scale of one $\xi$, fluctuations are thus not a small correction here. These figures measure their size; they do not give the resulting shift of $T_c$.

\subsection*{Beside the real material}

5CB does lose its nematic order near $308\ \mathrm K$, with a jump of roughly $0.3$ to $0.4$. The parameters were chosen to lie in that regime, so the similarity is not a prediction. In a real cell, the plates also break the assumption of uniform $Q$. If their influence reaches about one $\xi$ into the liquid, two such layers occupy $2\%$ of a $1\ \mathrm{\mu m}$ gap but $40\%$ of a $50\ \mathrm{nm}$ gap. The uniform model is then doubtful for the thinner film.

\subsection*{What to use for a polarization}

If the disordered phase has inversion symmetry, inversion turns $P$ into $-P$ and forbids $P^3$. A first-order transition is still possible if the quartic term is negative:
\begin{equation}
F=\frac a2P^2-\frac\beta4P^4+\frac\gamma6P^6,\qquad \beta,\gamma>0 .
\end{equation}
The same two conditions, for $P\neq0$, are
\begin{equation}
a-\beta P^2+\gamma P^4=0,\qquad
\frac a2-\frac\beta4P^2+\frac\gamma6P^4=0 .
\end{equation}
Subtracting twice the second from the first gives $-\tfrac12\beta P^2+\tfrac23\gamma P^4=0$, so
\begin{equation}
P_c^2=\frac{3\beta}{4\gamma},\qquad
a_c=\beta P_c^2-\gamma P_c^4=\frac{3\beta^2}{4\gamma}-\frac{9\beta^2}{16\gamma}=\frac{3\beta^2}{16\gamma}.
\end{equation}
At this point $F=\tfrac\gamma6P^2(P^2-P_c^2)^2\ge0$, so these are again the lowest states. There are now two ordered states, $+P_c$ and $-P_c$, of equal energy. The cubic model has one, at $+Q_c$. Before choosing between the two models, find out whether a symmetry of the disordered phase reverses your order parameter. If one does, the cubic term is absent. If none does, still check that a cubic term survives every symmetry: for a wave with a period of five lattice spacings, translations multiply the complex amplitude by $e^{2\pi i/5}$, which never reverses it, yet forbids the third power.

The values used for the nematic example are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Input a0 = 0.080 J/(cm^3 K)
Input b = 1.000 J/cm^3
Input c = 0.600 J/cm^3
Input T0, limit of supercooling = 307.000 K
Coexistence a = 0.08000 J/cm^3
Jump of Q = 0.4000 (no unit)
Transition temperature = 308.000 K
Transition temperature = 34.85 deg C
Transition minus T0 = 1.000 K
Q at barrier top = 0.2000 (no unit)
Barrier at coexistence = 4.000e-04 J/cm^3
Superheating limit a = 0.09000 J/cm^3
Superheating limit = 308.125 K
Superheating range = 0.125 K
Q at superheating limit = 0.3000 (no unit)
Latent heat, formula = 1.9712 J/cm^3
Latent heat, from slope = 1.9712 J/cm^3
Ordered well at 307.5 K: Q = 0.5236, F = -4.436e-03 J/cm^3
Ordered well at 308.0 K: Q = 0.4000, F = 0.000e+00 J/cm^3
Ordered well at 308.1 K: Q = 0.3447, F = 5.661e-04 J/cm^3
Entropy cost at Q = +0.2: 0.09330 kT
Entropy cost at Q = -0.2: 0.11434 kT
Input full dielectric anisotropy = 20.0
Permittivity jump along field = 5.333
Input field = 0.010 MV/cm
Field coupling h = 5.903e-05 J/cm^3
Field shift, numerical = 3.689 mK
Field shift, formula = 3.689 mK
Trial sixth-order coefficient = 1.000 J/cm^3
Sixth-order shift of transition = -0.0779 K
Jump with sixth-order term = 0.3452 (no unit)
Relative jump change = -13.7 %
Input gradient stiffness = 8.00 pN
Correlation length = 10.00 nm
Fluctuation, one component = 0.0488 (no unit)
One component / jump = 12.2 %
Fluctuation, five components = 0.1092 (no unit)
Five components / jump = 27.3 %
Barrier in cubed correlation length = 0.0941 kT
Drift of b and c if linear in T = 0.32 %
\end{verbatim}
